# Spin-phonon shift from exchange curvature and ferro/antiferro force constants: a program that tests the result

```python
# RESULT UNDER TEST: a ligand bridging two spins has the stiffness
#     k = k0 + J'' <S_i.S_j>      (when J' = 0 by symmetry)
# and the frequency shift J'' <S_i.S_j> / (2 M omega0); ferro and antiferro
# stiffnesses at one geometry give J'' = (k_FM - k_AFM) / (2 S^2).
# Symbols: u transverse ligand displacement (angstrom), J exchange (eV), each
# bond counted once and J > 0 antiferromagnetic, t hopping, U on-site repulsion,
# d half the ion-ion distance, p decay power of one ion-ligand hop,
# M ligand mass, k stiffness (eV/angstrom^2), S = 1/2.
import numpy as np
from scipy import constants as const

t0, U, d, p = 0.2, 4.0, 2.0, 3
k_lattice, mass_u, S = 2.0, 16.0, 0.5
M = mass_u * const.atomic_mass
kB = const.k / const.e


def first(f, x, h):
    return (f(x-2*h) - 8*f(x-h) + 8*f(x+h) - f(x+2*h)) / (12*h)


def second(f, x, h):
    return (-f(x-2*h) + 16*f(x-h) - 30*f(x) + 16*f(x+h) - f(x+2*h)) / (12*h*h)


def omega(k):
    """Angular frequency in rad/s from k in eV/angstrom^2."""
    return np.sqrt(k * const.e * 1e20 / M)


def wavenumber(k):
    return omega(k) / (2*np.pi*const.c*100)


def hopping(u, scale=t0):
    r2 = d*d + u*u
    return scale * (d*d/r2)**p * (d*d - u*u)/r2


def exchange(u):
    return 4*hopping(u)**2/U


# --- Hopping through ligand p orbitals, from a four-orbital cluster ---
def cluster_splitting(u):
    r = np.hypot(d, u)
    v = 0.01 * (d/r)**p
    h = np.diag([0.0, 0.0, -1.0, -1.0])
    h[0, 2:] = v*np.array([d, u])/r
    h[1, 2:] = v*np.array([-d, u])/r
    h[2:, :2] = h[:2, 2:].T
    e = np.linalg.eigvalsh(h)
    return e[3] - e[2]


for u in (0.2, 0.5, 0.8):
    ratio = cluster_splitting(u)/cluster_splitting(0.0)
    # tolerance: higher orders in (ion-ligand hop / level distance)^2 = 1e-4
    assert abs(ratio/(hopping(u)/t0) - 1) < 2e-3

J_formula = exchange(0.0)
J2_formula = -4*(p+2)*J_formula/d**2
assert abs(second(exchange, 0.0, 0.02)/J2_formula - 1) < 1e-4


# --- Self-consistent unrestricted mean-field Hubbard ring ---
def mean_field(hops, order):
    """Total energy and bond orders for a ring with the given hoppings."""
    n = len(hops)
    K = np.zeros((n, n))
    for i, t in enumerate(hops):
        K[i, (i+1) % n] = K[(i+1) % n, i] = -t
    if order == "FM":
        dens, occ = [np.ones(n), np.zeros(n)], (n, 0)
    else:
        stag = 0.45*(-1.0)**np.arange(n)
        dens, occ = [0.5+stag, 0.5-stag], (n//2, n//2)
    change = 1.0
    for _ in range(300):
        D = []
        for s in (0, 1):
            c = np.linalg.eigh(K + np.diag(U*dens[1-s]))[1][:, :occ[s]]
            D.append(c @ c.T)
        new = [np.diag(x).copy() for x in D]
        change = max(np.abs(new[s]-dens[s]).max() for s in (0, 1))
        dens = new
        if change < 1e-13:
            break
    assert change < 1e-11
    energy = np.sum((D[0]+D[1])*K) + U*np.sum(dens[0]*dens[1])
    bonds = np.array([2*(D[0]+D[1])[i, (i+1) % n] for i in range(n)])
    return energy, bonds, abs(dens[0][0]-dens[1][0])/2


n_el = 12


def energy_per_bond(u, order, scale=t0):
    e = mean_field([hopping(u, scale)]*n_el, order)[0]/n_el
    return e + 0.5*k_lattice*u*u


h = 0.02
k_FM = second(lambda u: energy_per_bond(u, "FM"), 0.0, h)
k_AFM = second(lambda u: energy_per_bond(u, "AFM"), 0.0, h)
J2 = (k_FM - k_AFM)/(2*S*S)
k0 = (k_FM + k_AFM)/2
E_FM, E_AFM = energy_per_bond(0.0, "FM"), energy_per_bond(0.0, "AFM")
J = (E_FM - E_AFM)/(2*S*S)

# extraction against superexchange: relative error must fall as (t/U)^2
err_full = J2/J2_formula - 1
ts = t0/2
kf = second(lambda u: energy_per_bond(u, "FM", ts), 0.0, h)
ka = second(lambda u: energy_per_bond(u, "AFM", ts), 0.0, h)
err_half = (kf-ka)/(2*S*S)/(J2_formula/4) - 1
assert abs(err_full) < 0.02
assert abs(err_full/err_half - 4) < 0.3


# one displaced ligand has the same stiffness as all displaced together
def one_ligand(u):
    hops = [hopping(u)] + [t0]*(n_el-1)
    return mean_field(hops, "AFM")[0] + 0.5*k_lattice*u*u


k_single = second(one_ligand, 0.0, h)
assert abs(k_single - k_AFM) < 1e-5


# linear-response form of the electronic stiffness, straight and bent bridge
def bond_order(u):
    return mean_field([hopping(u)]*n_el, "AFM")[1].mean()


response = {}
for u in (0.0, 0.5):
    t1, t2 = first(hopping, u, h), second(hopping, u, h)
    static_part = -t2*bond_order(u)
    response[u] = -t1*first(bond_order, u, h)
    total = second(lambda x: energy_per_bond(x, "AFM"), u, h) - k_lattice
    assert abs(static_part + response[u] - total) < 2e-5
assert abs(response[0.0]) < 1e-9 and abs(response[0.5]) > 1e-3


# --- Quantum spins 1/2 ---
def spin_bonds(n):
    """S_i.S_(i+1) on a ring, as half the exchange of two spins minus 1/4."""
    dim = 2**n
    states = np.arange(dim)
    ops = []
    for i in range(n):
        j = (i+1) % n
        differ = ((states >> i) ^ (states >> j)) & 1
        swapped = states ^ (differ*((1 << i) | (1 << j)))
        op = -0.25*np.eye(dim)
        op[swapped, states] += 0.5
        ops.append(op)
    return ops


# free-energy curvature when one ligand of a six-spin ring moves
ops6 = spin_bonds(6)
rest6 = J_formula*sum(ops6[1:])
T_test = 0.03


def free_energy(u):
    e = np.linalg.eigvalsh(rest6 + exchange(u)*ops6[0])
    return e[0] - T_test*np.log(np.exp(-(e-e[0])/T_test).sum())


spin_terms = {}
for u in (0.0, 0.5):
    e, v = np.linalg.eigh(rest6 + exchange(u)*ops6[0])
    w = np.exp(-(e-e[0])/T_test)
    w /= w.sum()
    A = v.T @ ops6[0] @ v
    mean = np.sum(w*np.diag(A))
    gap = e[:, None] - e[None, :]
    close = np.abs(gap) < 1e-9
    kernel = np.where(close, w[None, :]/T_test,
                      (w[None, :]-w[:, None])/np.where(close, 1.0, gap))
    chi = np.sum(A*A*kernel) - mean**2/T_test
    direct = second(exchange, u, h)*mean
    relax = -first(exchange, u, h)**2*chi
    assert abs(second(free_energy, u, h) - direct - relax) < 2e-5
    spin_terms[u] = (direct, relax)
assert abs(spin_terms[0.0][1]) < 1e-10
assert abs(spin_terms[0.5][1]) > 1e-3

# quantized ligand on one bond of a four-spin ring
ops4 = spin_bonds(4)
H4 = J*sum(ops4)
ground = np.linalg.eigh(H4)[1][:, 0]
corr4 = ground @ ops4[0] @ ground
quantum = const.hbar*omega(k0)/const.e
u_zero2 = const.hbar/(2*M*omega(k0))*1e20
n_ph = 14
lower = np.diag(np.sqrt(np.arange(1, n_ph+4)), 1)
x2 = u_zero2*((lower+lower.T) @ (lower+lower.T))[:n_ph, :n_ph]


def phonon_energy(curvature):
    H = np.kron(H4, np.eye(n_ph))
    H += np.kron(np.eye(16), quantum*np.diag(np.arange(n_ph)))
    H += 0.5*curvature*np.kron(ops4[0], x2)
    parity = np.tile(np.arange(n_ph) % 2, 16)
    low = []
    for q in (0, 1):
        idx = np.where(parity == q)[0]
        low.append(np.linalg.eigvalsh(H[np.ix_(idx, idx)])[0])
    return low[1] - low[0]


small = 0.01*J2
slope = (phonon_energy(small) - phonon_energy(-small))/(2*small)
assert abs(slope/(u_zero2*corr4) - 1) < 1e-3
shift_quantized = phonon_energy(J2) - quantum
shift_first = J2*u_zero2*corr4
assert abs(shift_quantized/shift_first - 1) < 0.15

# coupled coordinates: first-order frequency shift of each mode
D0 = np.array([[2.0, -0.6], [-0.6, 3.0]])
dD = np.array([[1e-4, 0.0], [0.0, 0.0]])
lam, vec = np.linalg.eigh(D0)
numeric = (np.sqrt(np.linalg.eigvalsh(D0+dD))
           - np.sqrt(np.linalg.eigvalsh(D0-dD)))/2
predicted = np.array([vec[:, i] @ dD @ vec[:, i] for i in (0, 1)])
predicted /= 2*np.sqrt(lam)
assert np.allclose(numeric, predicted, rtol=1e-5)


# second-neighbour exchange: explicit sums over collinear patterns
def pattern_stiffness(pattern, c0, c1, c2):
    s = S*np.array(pattern*2)

    def energy(u):
        e1 = 0.5*c1*u*u*np.sum(s*np.roll(s, -1))
        e2 = 0.5*c2*u*u*np.sum(s*np.roll(s, -2))
        return 0.5*c0*u*u + (e1+e2)/len(s)
    return second(energy, 0.0, 0.1)


c0, c1, c2 = 2.0, -0.2, 0.03
f, a, b = [pattern_stiffness(q, c0, c1, c2) for q in
           ([1, 1, 1, 1], [1, -1, 1, -1], [1, 1, -1, -1])]
assert abs((f-a)/(2*S*S) - c1) < 1e-10
assert abs((f+a)/2 - c0 - c2*S*S) < 1e-10
assert abs(((f+a)/2 - b)/(2*S*S) - c2) < 1e-10

# --- Temperature dependence from a ten-spin ring ---
n_spin = 10
levels = np.linalg.eigvalsh(sum(spin_bonds(n_spin)))


def correlation(kT):
    w = np.exp(-J*(levels-levels[0])/kT)
    return np.sum(w*levels)/w.sum()/n_spin


hot = 100*J
assert abs(correlation(hot)/(-J*(S*(S+1))**2/(3*hot)) - 1) < 0.02
assert correlation(kB) < -S*S

print(f"hopping t0 = {t0:.2f} eV, repulsion U = {U:.1f} eV")
print(f"half ion-ion distance d = {d:.1f} angstrom, decay power p = {p}")
print(f"lattice spring = {k_lattice:.2f} eV/A^2, ligand mass = {mass_u:.0f} u")
print(f"sites in mean-field ring = {n_el}, spins in thermal ring = {n_spin}")
print(f"AFM mean-field site spin = {mean_field([t0]*n_el, 'AFM')[2]:.4f}")
print(f"energy per bond, FM = {abs(E_FM)*1e3:.3f} meV (magnitude)")
print(f"energy per bond, AFM = {E_AFM*1e3:.3f} meV")
print(f"J from energies = {J*1e3:.3f} meV")
print(f"J from 4t^2/U = {J_formula*1e3:.3f} meV")
print(f"k_FM = {k_FM:.5f} eV/A^2")
print(f"k_AFM = {k_AFM:.5f} eV/A^2")
print(f"k_AFM, one ligand moved = {k_single:.5f} eV/A^2")
print(f"k0 extracted = {k0:.5f} eV/A^2")
print(f"J'' extracted = {J2*1e3:.2f} meV/A^2")
print(f"J'' superexchange formula = {J2_formula*1e3:.2f} meV/A^2")
print(f"relative error of formula match, t0 = {err_full*100:.3f} %")
print(f"relative error of formula match, t0/2 = {err_half*100:.3f} %")
print(f"wavenumber FM = {wavenumber(k_FM):.3f} cm^-1")
print(f"wavenumber AFM = {wavenumber(k_AFM):.3f} cm^-1")
print(f"wavenumber at k0 = {wavenumber(k0):.3f} cm^-1")
print(f"electronic response term, u=0.5 A = {response[0.5]*1e3:.2f} meV/A^2")
print(f"bent bridge u=0.5 A, six spins, kT = {T_test*1e3:.0f} meV:")
print(f"  J''<S.S> term = {spin_terms[0.5][0]*1e3:.2f} meV/A^2")
print(f"  spin-response term = {spin_terms[0.5][1]*1e3:.2f} meV/A^2")
print(f"quantized ligand, four spins: <S.S> = {corr4:.4f}")
print(f"  phonon quantum at k0 = {quantum*1e3:.3f} meV")
print(f"  zero-point <u^2> = {u_zero2:.6f} A^2")
print(f"  first-order shift = {shift_first*1e3:.4f} meV")
print(f"  shift by diagonalization = {shift_quantized*1e3:.4f} meV")
print("T (K), <S.S>, k (eV/A^2), wavenumber, shift, first-order (cm^-1)")
for T in (1, 100, 300, 1000):
    c = correlation(kB*T)
    k = k0 + J2*c
    full = wavenumber(k) - wavenumber(k0)
    linear = J2*c/(2*k0)*wavenumber(k0)
    assert abs(linear/full - 1) < 0.02
    print(f"  {T:5d} {c:9.4f} {k:9.5f} {wavenumber(k):9.3f}"
          f" {full:7.3f} {linear:7.3f}")
print("finished without a failed check")
```

Printed output:

```
hopping t0 = 0.20 eV, repulsion U = 4.0 eV
half ion-ion distance d = 2.0 angstrom, decay power p = 3
lattice spring = 2.00 eV/A^2, ligand mass = 16 u
sites in mean-field ring = 12, spins in thermal ring = 10
AFM mean-field site spin = 0.4950
energy per bond, FM = 0.000 meV (magnitude)
energy per bond, AFM = -19.950 meV
J from energies = 39.900 meV
J from 4t^2/U = 40.000 meV
k_FM = 2.00000 eV/A^2
k_AFM = 2.09950 eV/A^2
k_AFM, one ligand moved = 2.09950 eV/A^2
k0 extracted = 2.04975 eV/A^2
J'' extracted = -199.00 meV/A^2
J'' superexchange formula = -200.00 meV/A^2
relative error of formula match, t0 = -0.500 %
relative error of formula match, t0/2 = -0.125 %
wavenumber FM = 184.368 cm^-1
wavenumber AFM = 188.898 cm^-1
wavenumber at k0 = 186.647 cm^-1
electronic response term, u=0.5 A = -31.32 meV/A^2
bent bridge u=0.5 A, six spins, kT = 30 meV:
  J''<S.S> term = -3.81 meV/A^2
  spin-response term = -18.53 meV/A^2
quantized ligand, four spins: <S.S> = -0.5000
  phonon quantum at k0 = 23.141 meV
  zero-point <u^2> = 0.005645 A^2
  first-order shift = 0.5617 meV
  shift by diagonalization = 0.5474 meV
T (K), <S.S>, k (eV/A^2), wavenumber, shift, first-order (cm^-1)
      1   -0.4515   2.13961   190.694   4.047   4.091
    100   -0.4315   2.13561   190.516   3.869   3.909
    300   -0.2920   2.10787   189.274   2.627   2.646
   1000   -0.0943   2.06852   187.499   0.853   0.855
finished without a failed check
```
